\section*{Ballistic Flux in a Trench with Diffuse Re-emission and Constant Sticking}

\section{Arrivals from the gas}

\textbf{Q.} A particle entering a narrow trench may hit the walls many times before it sticks or leaves. Why should one equation for a flux suffice? I would expect to need the whole velocity distribution at every point.

\textbf{A.} In general you would. The reduction needs assumptions, and I will state each where it enters. First, the mean free path in the gas is much larger than the feature, so particles inside fly straight from surface to surface. Secondly, conditions are steady and the surface does not move appreciably during a flight. Let $\Gamma(\mathbf r)$ be the number of particles of one species striking unit area per unit time at $\mathbf r$. It counts every arrival, including repeated arrivals of the same particle.

\textbf{Q.} Start with particles that have not yet touched the feature. What do they contribute?

\textbf{A.} Take a Maxwellian gas of density $n$, temperature $T$ and particle mass $m$ above the mouth. With $b=m/(2kT)$, the flux per solid angle at angle $\theta$ to a surface normal is
\begin{equation}
\cos\theta\; n\left(\frac{b}{\pi}\right)^{3/2}\int_0^\infty v^3e^{-bv^2}dv
=\frac{n\cos\theta}{2\pi^{3/2}\sqrt b}
=\frac{n\bar v}{4\pi}\cos\theta ,
\end{equation}
because the integral is $1/(2b^2)$ and the mean speed is $\bar v=2/\sqrt{\pi b}$. One factor $v$ in $v^3$ comes from the flux and two from the velocity volume element. Over a hemisphere $\int\cos\theta\,d\Omega=\pi$, so an open flat surface receives
\begin{equation}
\Gamma_0=\frac{n\bar v}{4}=\frac{p}{\sqrt{2\pi mkT}},\qquad p=nkT .
\end{equation}
The intensity, meaning flux per solid angle and per area projected across the ray, is therefore $\Gamma_0/\pi$ in every downward direction. Without collisions it is unchanged along a ray. A point in the feature receives it from the directions $\Omega_m$ in which it sees the mouth:
\begin{equation}
\Gamma_{\rm dir}(\mathbf r)=\frac{\Gamma_0}{\pi}\int_{\Omega_m}\cos\theta\,d\Omega
\equiv\Gamma_0\,g(\mathbf r).
\end{equation}
The number $g$ is the view factor from the point to the mouth. A beam or an anisotropic gas would change this direct term, but not the transport between surfaces.

\section{Arrivals from other surfaces}

\textbf{Q.} After a hit, the outgoing particle could remember its direction and speed. How do you remove that memory?

\textbf{A.} By assumption, and it is a physical restriction. Each arrival is lost with probability $s$, the sticking probability, which does not depend on flux, angle or energy. Survivors leave from the place they struck, without surface diffusion, and with a cosine distribution independent of their arrival direction. In steady state the adsorbed inventory is constant, so a finite residence time does not alter the balance: area $dA'$ emits $(1-s)\Gamma(\mathbf r')dA'$ particles per unit time. The fraction sent into $d\Omega'$ is $\cos\theta'd\Omega'/\pi$, whose hemispherical integral is one.

Let $R=|\mathbf r-\mathbf r'|$. A receiving area $dA$ subtends $d\Omega'=\cos\theta\,dA/R^2$ at the emitter. The rate from $dA'$ to $dA$ is thus
\begin{equation}
(1-s)\Gamma(\mathbf r')dA'\,
\frac{\cos\theta'}{\pi}\,\frac{\cos\theta\,dA}{R^2}.
\end{equation}
Divide by $dA$, integrate over emitters, and add the direct arrivals:
\begin{align}
\Gamma(\mathbf r)&=\Gamma_0g(\mathbf r)
+(1-s)\int K(\mathbf r,\mathbf r')\Gamma(\mathbf r')\,dA',
\label{eq:main}\\
K(\mathbf r,\mathbf r')&=V(\mathbf r,\mathbf r')
\frac{\cos\theta\cos\theta'}{\pi R^2}.
\end{align}
Here $V=1$ if the two points see each other and zero otherwise. Speed has disappeared because neither $s$ nor the emission direction depends on it.

\textbf{Q.} Is the equation still linear if sticking depends on coverage?

\textbf{A.} If coverage responds to flux, the emission is $[1-s(\Gamma)]\Gamma$, which is not proportional to $\Gamma$. I tested $s=0.05/(1+\Gamma/\Gamma_0)$ in a trench 100 nm wide and 500 nm deep, with the reference $\Gamma_0$ in this law held fixed. Doubling the gas source multiplied the mean floor flux by 2.24, not 2. A prescribed map $s(\mathbf r)$ would keep linearity, with $1-s(\mathbf r')$ inside the integral. A response of $s$ to the flux destroys it.

\textbf{Q.} And if the walls reflect like mirrors?

\textbf{A.} Then the outgoing direction depends on the incoming one, and $\Gamma$ alone does not determine the emission. The same trench with $s=0.05$ gives a clean comparison. Let $w$ be the trench width, $d$ its depth, and $\phi$ the angle from the vertical in the cross-section. Mirror walls preserve $|\tan\phi|$, so on the way down a particle travels a total lateral distance $d|\tan\phi|=w(k+f)$, with $k$ an integer and $0\le f<1$. Averaged over its entry position, it makes $k$ wall hits with probability $1-f$ and $k+1$ with probability $f$. Its chance of reaching the floor is
\begin{equation}
(1-s)^k[(1-f)+f(1-s)]=(1-s)^k(1-fs).
\end{equation}
Integrating the cosine law along the trench axis leaves the weight $\tfrac12\cos\phi\,d\phi$, so $\sin\phi$ is uniformly distributed. The average is 0.814. After a mirror reflection at the floor the particle only moves upward, so it cannot hit the floor again and 0.814 is also the floor flux in units of $\Gamma_0$. Diffuse walls give 0.553. The view-factor kernel belongs to diffuse re-emission.

\section{Existence, bounds and conservation}

\textbf{Q.} The unknown stands on both sides. How do I know that there is one solution?

\textbf{A.} Every direction from a surface point leads either to another surface or to the mouth, so
\begin{equation}
\int K(\mathbf r,\mathbf r')dA'+g(\mathbf r)
=\frac1\pi\int_{\rm hemisphere}\cos\theta\,d\Omega=1.
\label{eq:closure}
\end{equation}
Define $(Tf)(\mathbf r)=(1-s)\int Kf\,dA'$. Since $K\ge0$,
\begin{equation}
\max|Tf|\le q\max|f|,\qquad q=(1-s)\max(1-g).
\end{equation}
If $q<1$, the difference $h$ of two solutions obeys $h=Th$, hence $\max|h|\le q\max|h|$ and $h=0$. Repeated substitution gives the convergent series
\begin{equation}
\Gamma=\Gamma_0(g+Tg+T^2g+\cdots).
\end{equation}
The $n$th term is the flux of particles making their $n$th hit. Any $s>0$ ensures $q<1$. For $s=0$ it suffices that $g$ has a positive lower bound, as in a straight trench of finite depth. If some points cannot see the mouth, this one-hit bound does not settle the case $s=0$.

\textbf{Q.} Could repeated hits raise the flux above that on an open surface?

\textbf{A.} Not under these assumptions. By \eqref{eq:closure}, the constant $\Gamma_0$ satisfies $\Gamma_0=\Gamma_0g+\int K\Gamma_0\,dA'$. Subtract \eqref{eq:main} and put $u=\Gamma_0-\Gamma$:
\begin{align}
u&=\int K\Gamma_0\,dA'-(1-s)\int K(\Gamma_0-u)\,dA'\nonumber\\
&=s\Gamma_0(1-g)+Tu .
\end{align}
The series for $u$ has no negative term, so $u\ge0$. The series for $\Gamma$ likewise contains its direct term plus nonnegative terms. Hence $\Gamma_0g\le\Gamma\le\Gamma_0$. After $n$ terms the remainder is $T^n\Gamma$, at most $q^n\Gamma_0$.

For $s=1$ only direct flux remains. For $s=0$ in an open trench, $u=0$ and the flux is $\Gamma_0$ everywhere, whatever the depth. A closed cavity with $s=0$ is different: $g=0$, any constant flux solves the equation, and the particle content must be specified separately.

\textbf{Q.} Does the equation conserve particles?

\textbf{A.} Integrate \eqref{eq:main} over the feature surface. The kernel is symmetric, so $\int K(\mathbf r,\mathbf r')dA=1-g(\mathbf r')$ and
\begin{equation}
\int\Gamma\,dA=\Gamma_0\int g\,dA
+(1-s)\int(1-g)\Gamma\,dA .
\end{equation}
For a flat mouth of area $A_m$, every entering ray ends on the feature surface, so reciprocity gives $\int g\,dA=A_m$. Rearranging,
\begin{equation}
\Gamma_0A_m=s\int\Gamma\,dA+(1-s)\int g\Gamma\,dA .
\label{eq:balance}
\end{equation}
Particles enter at the rate on the left. The terms on the right are loss at the surface and return through the mouth.

\textbf{Q.} Is there a shape for which I can see the multiple hits summed by hand?

\textbf{A.} A spherical cavity of radius $a$ with a circular opening works. Two points on the sphere are joined by a chord of length $R$, and $\cos\theta=\cos\theta'=R/(2a)$. Thus $K=1/(4\pi a^2)$, a constant. Rays through the flat mouth are the rays that would have struck the missing cap. If that cap is a fraction $\varepsilon$ of the full sphere's area, then $g=\varepsilon$ everywhere. The flux is uniform:
\begin{align}
\Gamma&=\varepsilon\Gamma_0+(1-s)(1-\varepsilon)\Gamma,\nonumber\\
\frac{\Gamma}{\Gamma_0}&=\frac{\varepsilon}{\varepsilon+s(1-\varepsilon)} .
\end{align}
For a particle that has just left the surface, the controlling comparison is between escape on that flight, with probability $\varepsilon$, and loss at the end of it, with probability $s(1-\varepsilon)$. If $s\ll\varepsilon$ the flux approaches $\Gamma_0$; if $\varepsilon\ll s$ it is about $\varepsilon\Gamma_0/s$. A small $s$ is therefore not enough by itself to make the flux close to that outside.

\section{The long trench}

\textbf{Q.} A trench lacks that symmetry. What becomes of the kernel?

\textbf{A.} Let the trench have width $w$, depth $d$ and a length much greater than either, so $\Gamma$ does not vary along its axis $z$. If $\rho$ is the separation in the cross-section, then $R^2=\rho^2+z^2$, $\cos\theta=\rho\cos\phi/R$, and similarly for $\theta'$. From here on, $\phi$ and $\phi'$ are measured from the surface normals in the cross-section. Put $z=\rho\tan\chi$:
\begin{align}
K_2&=\frac{\rho^2\cos\phi\cos\phi'}{\pi}
\int_{-\infty}^{\infty}\frac{dz}{(\rho^2+z^2)^2}\nonumber\\
&=\frac{\cos\phi\cos\phi'}{\pi\rho}
\int_{-\pi/2}^{\pi/2}\cos^2\chi\,d\chi
=\frac{\cos\phi\cos\phi'}{2\rho}.
\end{align}
An emitting line element $d\ell'$ spans the angle $d\phi=\cos\phi'd\ell'/\rho$. A segment seen between $\phi_a$ and $\phi_b$ therefore has view factor $\frac12(\sin\phi_b-\sin\phi_a)$.

From a wall point at depth $y$, the mouth runs from $\sin\phi_a=y/\sqrt{y^2+w^2}$ to $\phi_b=\pi/2$. From floor position $x$, it extends to both sides of the normal. Hence
\begin{align}
g_{\rm wall}(y)&=\frac12\left[1-\frac{y}{\sqrt{y^2+w^2}}\right],\\
g_{\rm floor}(x)&=\frac12\left[\frac{x}{\sqrt{x^2+d^2}}
+\frac{w-x}{\sqrt{(w-x)^2+d^2}}\right].
\end{align}
The two floor terms have equal averages, so
\begin{equation}
\overline g_{\rm floor}=\frac1w\int_0^w\frac{x\,dx}{\sqrt{x^2+d^2}}
=\frac{\sqrt{w^2+d^2}-d}{w}.
\end{equation}

\textbf{Q.} How do you solve the remaining equation without mishandling the corners, where $\rho$ goes to zero?

\textbf{A.} Divide the surface into flat panels, take the flux constant on each, and average the equation over each receiving panel. Let a receiver of length $L$ run from $\mathbf p_1$ to $\mathbf p_2$, with unit tangent $\mathbf t$ and coordinate $\ell$. For an endpoint $\mathbf b$ of the emitter,
\begin{equation}
\sin\phi_b=\frac{(\mathbf b-\mathbf r)\cdot\mathbf t}{|\mathbf b-\mathbf r|}
=-\frac{d}{d\ell}|\mathbf b-\mathbf r| .
\end{equation}
The same holds for endpoint $\mathbf a$. Integrating half the difference of the sines gives
\begin{equation}
F=\frac{|\mathbf b-\mathbf p_1|-|\mathbf b-\mathbf p_2|
-|\mathbf a-\mathbf p_1|+|\mathbf a-\mathbf p_2|}{2L},
\end{equation}
where the ends are ordered so that $\sin\phi_b\ge\sin\phi_a$. This uses finite distances even at a corner. The mouth factor $g_i$ follows from the same formula, leaving
\begin{equation}
\Gamma_i=\Gamma_0g_i+(1-s)\sum_jF_{ij}\Gamma_j .
\end{equation}
The constant flux on each panel is the numerical approximation.

\section{Nitrogen atoms in a metal-lined trench}

\textbf{Q.} Put numbers to it. What would this mean for a plasma process?

\textbf{A.} Consider nitrogen atoms from a downstream plasma, with $w=100$ nm, $d=500$ nm, $T=600$ K, $s=0.05$, 100 mTorr total pressure and 1 mTorr of atoms just above the wafer. Here $s$ includes recombination to N$_2$, which is no longer tracked. With $p=0.1333$ Pa and $m=14.007$ u,
\begin{equation}
\Gamma_0=\frac{p}{\sqrt{2\pi mkT}}
=3.83\times10^{17}\ {\rm cm^{-2}\,s^{-1}} .
\end{equation}
The direct floor average is $(\sqrt{100^2+500^2}-500)/100=0.099$. Solving for all arrivals gives, in units of $\Gamma_0$:

\begin{center}
\begin{tabular}{lcc}
Surface & Direct & Total\\
\hline
Wall, 0--50 nm & 0.382 & 0.808\\
Wall, 200--250 nm & 0.043 & 0.581\\
Wall, 400--450 nm & 0.013 & 0.511\\
Wall, 450--500 nm & 0.011 & 0.513\\
Floor & 0.099 & 0.553
\end{tabular}
\end{center}

The floor flux is $0.553\Gamma_0=2.12\times10^{17}$ cm$^{-2}$ s$^{-1}$, and its loss rate is 0.05 times that, $1.06\times10^{16}$ cm$^{-2}$ s$^{-1}$. With the same $s$ on the flat field, the step coverage of the loss rate is 0.553. It is also the step coverage of nitrogen incorporation if the fraction of lost atoms that is incorporated is the same on the floor as on the flat field.

\textbf{Q.} The floor gets more than the lower wall. Is that a numerical fault?

\textbf{A.} The floor faces the mouth, and its direct flux is about nine times that of the lowest wall band. Halving the number of panels changes the floor mean by only $2\times10^{-5}\Gamma_0$. An independent simulation of particle flights, which does not use $K$, gives $0.550\pm0.002$ for the floor (one standard error). All ten wall bands and the floor agree with the integral equation within 1.6 standard errors.

The slight rise in the last wall band is too small for the simulation to resolve. I conjecture that it comes from the better supplied floor: near the corner the wall's view factor to the floor approaches one half.

\textbf{Q.} How much of the floor flux arrives after just a few hits?

\textbf{A.} The first three generations contribute 0.099, 0.022 and 0.040. The simulation gives 0.098, 0.022 and 0.039, within 1.3 standard errors each. A particle whose second hit is on the floor must have made its first on a wall, since the flat floor cannot see itself. The third generation also admits the sequence floor, wall, floor. It takes 41 generations to bring the floor mean within 1\% of its final value. The bound is looser: $q=0.941$ gives a remainder of at most $q^{41}\Gamma_0\approx0.08\Gamma_0$.

\textbf{Q.} With only 5\% loss per hit, why is the floor so far below the flat field?

\textbf{A.} There is much surface behind a small mouth. The area ratio is $(2d+w)/w=11$. Since $\Gamma\le\Gamma_0$, \eqref{eq:balance} bounds the lost fraction by $11s=0.55$. The ten wall bands average 0.603, so the actual fraction is
\begin{equation}
0.05\,[10(0.603)+0.553]=0.329 .
\end{equation}
The other 0.671 returns through the mouth. If the flux were close to $\Gamma_0$ everywhere, the two terms on the right of \eqref{eq:balance}, divided by $\Gamma_0A_m$, would be close to $11s$ and $1-s$. Their sum, $1+10s$, must be close to one, so near-uniform flux needs $10s\ll1$, not merely $s\ll1$. Area is not the whole cause, however. A spherical cavity with the same area ratio, $\varepsilon=1/11$, would have $0.667\Gamma_0$ everywhere. In the trench, particles must also make their way down between absorbing walls, and the floor receives less. For a deeper trench, a small value of $2ds/w$ is therefore necessary but does not by itself guarantee a nearly uniform flux. At fixed geometry the floor flux is $0.863\Gamma_0$ for $s=0.01$ and $0.381\Gamma_0$ for $s=0.10$.

\section{Where the model can fail}

\textbf{Q.} At 100 mTorr there are plenty of gas molecules. Why ignore them?

\textbf{A.} They matter above the trench, but hardly inside it. For a rough collision diameter $D_c=0.35$ nm and total gas density $n_g$,
\begin{equation}
\lambda=\frac{1}{n_g\pi D_c^2\sqrt{1+m_{\rm N}/m_{{\rm N}_2}}}
=1.3\ {\rm mm}.
\end{equation}
The square root accounts for the motion of the N$_2$ partners. An entering atom flies 1.21 $\mu$m in total on average, so it expects $9\times10^{-4}$ gas collisions. Its flight time is about 1.3 ns. One loss per flat-field site, at $10^{15}$ sites cm$^{-2}$, takes 52 ms. The surface is effectively frozen during flight; time spent adsorbed is not included in this comparison.

\textbf{Q.} But an absorbing wafer disturbs the gas above it. Is the source still isotropic?

\textbf{A.} Not quite. Suppose trench mouths cover half the array. The area-averaged loss probability is $\beta=0.5(0.329)+0.5(0.05)=0.190$. Atoms arriving with cosine $\mu$ from the vertical had their last collision about $\lambda\mu$ above the surface, where the density is higher. Their intensity varies as $1+a\mu$, with $a=\lambda n'/n$, where $n$ now denotes the atom density and $n'$ its upward gradient. The downward flux is $(n\bar v/4)(1+2a/3)$. Equate diffusion, with coefficient $\bar v\lambda/3$, to loss:
\begin{equation}
\frac{\bar v\lambda n'}{3}
=\beta\frac{n\bar v}{4}\left(1+\frac{2a}{3}\right)
\quad\Longrightarrow\quad
a=\frac{3\beta/4}{1-\beta/2}=0.157 .
\end{equation}
At fixed total downward flux, this bias raises the floor flux by 1.3\%. It is a diffusion estimate, not a solution of the gas layer next to the wafer. The 1.3\% concerns only the ratio to the arriving flux. The same estimate gives a density scale $n/n'=\lambda/a\approx8$ mm and a downward flux $1+2a/3\approx1.10$ times the local $n\bar v/4$. The absolute fluxes quoted above therefore need the atom supply at the wafer itself; a partial pressure measured a centimetre or more away can be considerably higher.

\textbf{Q.} Then which assumption would you distrust first in a real tool?

\textbf{A.} For the step coverage, the known, constant loss probability; for absolute rates, the atom density at the wafer as well. The pressures, temperature and dimensions are rough values for a downstream plasma and a narrow trench, and $s=0.05$ is a rough choice for a metal lining. Another wall material can have another value, and coverage or contamination can change $s$ during exposure. The range 0.01 to 0.10 already moves the model's floor flux from 0.86 to 0.38 of $\Gamma_0$. Imperfectly diffuse walls matter less in the case I tried: with 20\% specular re-emission and $s=0.05$ held fixed, the floor flux becomes $0.595\pm0.002$, about 8\% above the diffuse result. Ions would need their own directed source and surface law. The numerical output gives the remaining depth bands.

\section*{Table of computed values}
\begin{verbatim}
trench width, depth: 100, 500 nm
N-atom loss probability: 0.050 (dimensionless)
temperature: 600 K
total, N-atom pressure: 100, 1 mTorr
N-atom mass: 14.007 u
flat-field incident flux: 3.8318e+17 cm^-2 s^-1
closure sum at wall depth 180 nm: 1.00000000
depth band nm | direct/Gamma0 | total/Gamma0 | particles +- error
  0- 50 | 0.3820 | 0.8080 | 0.8082 +- 0.0017
 50-100 | 0.2038 | 0.7310 | 0.7299 +- 0.0015
100-150 | 0.1114 | 0.6686 | 0.6672 +- 0.0016
150-200 | 0.0667 | 0.6196 | 0.6184 +- 0.0019
200-250 | 0.0435 | 0.5814 | 0.5826 +- 0.0015
250-300 | 0.0303 | 0.5522 | 0.5502 +- 0.0020
300-350 | 0.0222 | 0.5310 | 0.5297 +- 0.0020
350-400 | 0.0169 | 0.5174 | 0.5155 +- 0.0022
400-450 | 0.0133 | 0.5115 | 0.5096 +- 0.0025
450-500 | 0.0108 | 0.5130 | 0.5104 +- 0.0024
floor direct flux/Gamma0: 0.09902
floor total flux/Gamma0 (step coverage): 0.55339
particle floor flux/Gamma0: 0.54988 +- 0.00228
floor incident flux: 2.1204e+17 cm^-2 s^-1
floor loss rate: 1.0602e+16 cm^-2 s^-1
floor change on halving panel count: 2.21e-05 Gamma0
floor hit generation 1: theory 0.09902, particles 0.09843 +- 0.00051 Gamma0
floor hit generation 2: theory 0.02164, particles 0.02190 +- 0.00022 Gamma0
floor hit generation 3: theory 0.03971, particles 0.03925 +- 0.00036 Gamma0
series contraction bound q: 0.94073
generations for 1% floor accuracy: 41
entering atoms lost, returned: 0.32936, 0.67064
floor flux/Gamma0 at s=0.01: 0.86269
floor flux/Gamma0 at s=0.05: 0.55339
floor flux/Gamma0 at s=0.10: 0.38146
floor flux/Gamma0 at s=1.00: 0.09902
flux-dependent s: output ratio for doubled source 2.24354
fully specular floor flux/Gamma0: 0.81358
specular fraction in sensitivity run: 0.20
partly specular floor flux/Gamma0: 0.59504 +- 0.00152
rough collision diameter: 0.35 nm
gas mean free path: 1.318 mm
mean total path in trench: 1212.7 nm
expected gas collisions per entering atom: 9.199e-04
mean flight time (path / mean speed): 1.273 ns
surface site density: 1.0e+15 cm^-2
time for one loss per flat-field site: 52.20 ms
array open-area fraction: 0.50
array-averaged loss probability: 0.18968
estimated gas bias a: 0.15716
floor-flux change from gas bias: 1.31 %
\end{verbatim}
